# Largest energy transfer in a collision with an atom at rest

In ion-beam etching, an ion of some hundred electronvolts strikes the atoms of a surface. How much of its energy can one atom receive in one collision? The forces between the two particles are complicated, but the conservation laws set a limit that does not depend on them.

A projectile of mass $m_1$, velocity $\mathbf v$ and kinetic energy $E=\tfrac12 m_1v^2$ strikes a free atom of mass $m_2$ at rest. No outside force acts, and all speeds are far below that of light. Energies are compared before and after the encounter, when the particles are too far apart to interact. Write $\mathbf p=m_1\mathbf v$ for the incoming momentum, $\mathbf p_1'$ for the final momentum of the projectile, and $\mathbf p_2$ for that of the struck atom, the recoil. The angle between $\mathbf p_2$ and $\mathbf p$ is $\varphi$. The recoil energy is $T=p_2^2/(2m_2)$, the kinetic energy of the struck atom.

Some kinetic energy may be turned into internal energy, for instance by exciting electrons. Call this amount $Q$; the collision is elastic if $Q=0$. Useful abbreviations are

$$M=m_1+m_2,\qquad \mu=\frac{m_1m_2}{M},\qquad E_c=\tfrac12\mu v^2=\frac{m_2}{M}E .$$

Here $\mu$ is the reduced mass and $E_c$ the energy of relative motion.

The numerical case is a chlorine ion of 500 eV on germanium, with $m_1=35.450$ u and $m_2=72.630$ u.

## (a) Find one equation for the recoil momentum

**Question.** Eliminate the final momentum of the projectile from the two conservation laws.

**Solution.** The target has no momentum at first, so $\mathbf p=\mathbf p_1'+\mathbf p_2$, or $\mathbf p_1'=\mathbf p-\mathbf p_2$. The square of this vector is

$$p_1'^2=p^2-2pp_2\cos\varphi+p_2^2 .$$

Energy conservation reads

$$\frac{p^2}{2m_1}=\frac{p_1'^2}{2m_1}+\frac{p_2^2}{2m_2}+Q .$$

Inserting $p_1'^2$ and cancelling $p^2/(2m_1)$ on both sides leaves

$$0=-\frac{p\,p_2\cos\varphi}{m_1}+\frac{p_2^2}{2}\left(\frac1{m_1}+\frac1{m_2}\right)+Q .$$

The bracket equals $M/(m_1m_2)=1/\mu$, and $p/m_1=v$. Hence

$$\frac{p_2^2}{2\mu}-v\,p_2\cos\varphi+Q=0. \tag{1}$$

The scattering angle of the projectile has dropped out. One unknown, $p_2$, is tied to the recoil direction and to $Q$.

## (b) Find the largest recoil energy in an elastic collision

**Question.** Set $Q=0$. How does $T$ depend on $\varphi$, and what is its upper limit?

**Solution.** Equation (1) becomes

$$p_2\left(\frac{p_2}{2\mu}-v\cos\varphi\right)=0 .$$

The root $p_2=0$ describes a target left untouched. The other root is

$$p_2=2\mu v\cos\varphi .$$

Since $p_2$ is the length of a vector, it cannot be negative, so $\varphi$ cannot exceed $90^\circ$: the atom is never knocked back towards the incoming projectile. The recoil energy is

$$T=\frac{p_2^2}{2m_2}=\frac{2\mu^2v^2}{m_2}\cos^2\varphi
=\frac{2m_1^2m_2v^2}{M^2}\cos^2\varphi .$$

Splitting off $E=\tfrac12m_1v^2$ gives

$$T=kE\cos^2\varphi,\qquad k=\frac{4m_1m_2}{(m_1+m_2)^2}. \tag{2}$$

Because $\cos^2\varphi\le1$, the recoil energy obeys $T\le kE$, with equality for $\varphi=0$, a recoil straight ahead.

## (c) Show that the limit can be reached

**Question.** Conservation laws say what is allowed, not what happens. Which collision gives $\varphi=0$, and what are the final velocities?

**Solution.** Let the projectile aim at the centre of the target, and let the force act along the line joining the two. The motion then stays on that line. With positions $x_1<x_2$, separation $r=x_2-x_1$ and potential energy $V(r)$, the repulsive force $F=-dV/dr$ pushes the target forward and the projectile back:

$$\ddot r=\ddot x_2-\ddot x_1=\frac F{m_2}+\frac F{m_1}=\frac F\mu .$$

Multiplying by $\mu\dot r$ and integrating over time gives

$$\tfrac12\mu\dot r^2+V(r)=E_c ,$$

since $\dot r=-v$ and $V=0$ at the start. If $V$ rises above $E_c$ at small $r$, the approach stops where $V=E_c$, and the particles separate again. When $V$ has returned to zero, $\dot r=+v$. The relative velocity has been reversed:

$$v_2'-v_1'=v .$$

Put $v_1'=v_2'-v$ into $m_1v_1'+m_2v_2'=m_1v$. This gives $Mv_2'=2m_1v$, and therefore

$$v_2'=\frac{2m_1}{M}v,\qquad v_1'=v_2'-v=\frac{m_1-m_2}{M}v. \tag{3}$$

The recoil energy $\tfrac12m_2v_2'^2=2m_1^2m_2v^2/M^2$ is $kE$, so the limit is attained. If $V$ stayed below $E_c$ at all distances, the particles would pass through each other and the root $p_2=0$ would apply. Between atoms this does not arise at such energies, because the repulsion of the nuclei grows without bound as $r\to0$.

## (d) Study the role of the masses

**Question.** When is the transfer complete? What happens if one mass is much larger? Compare carbon, germanium and platinum targets.

**Solution.** Subtract $k$ from one:

$$1-k=\frac{(m_1+m_2)^2-4m_1m_2}{(m_1+m_2)^2}=\left(\frac{m_1-m_2}{m_1+m_2}\right)^2 .$$

A square is not negative, so $k\le1$, with equality for equal masses. By (3) the projectile then stops and the target leaves with velocity $v$. Exchanging $m_1$ and $m_2$ leaves $k$ unchanged.

For a light projectile, $m_1\ll m_2$, the fraction is $k\approx4m_1/m_2$. The projectile bounces back with nearly its full speed and hands over a momentum of about $2p$, but the heavy target carries this momentum at low speed and so with little energy. For a heavy projectile, $m_1\gg m_2$, the fraction is $k\approx4m_2/m_1$. The target leaves at about $2v$, the highest speed an elastic collision can give it, but its mass is small.

With the chlorine ion held at 500 eV:

| Target | Mass (u) | $k$ | Largest $T$ (eV) |
|---|---|---|---|
| C | 12.011 | 0.7561 | 378.1 |
| Ge | 72.630 | 0.8817 | 440.8 |
| Pt | 195.084 | 0.5205 | 260.3 |

Carbon is lighter than the ion and platinum much heavier; $k$ depends only on the ratio of the heavier to the lighter mass, and this ratio is smallest for germanium (2.05, against 2.95 for carbon and 5.50 for platinum). If instead the germanium target and the energy are fixed and the projectile mass is varied, a numerical search for the largest head-on recoil energy ends at 72.63 u, the mass of germanium itself.

## (e) Evaluate the collision of chlorine with germanium

**Question.** Find the final velocities for a head-on collision at 500 eV. What is the least ion energy that can give a germanium atom 15 eV, a rough value of the energy needed to displace it permanently from its lattice site?

**Solution.** The ion speed is $v=\sqrt{2E/m_1}=52.17$ km/s. With $M=108.080$ u,

$$k=\frac{4(35.450)(72.630)}{(108.080)^2}=0.8817,\qquad kE=440.8\ \text{eV}=7.06\times10^{-17}\ \text{J}.$$

From (3),

$$v_2'=\frac{70.900}{108.080}(52.17)=34.22\ \text{km/s},\qquad
v_1'=\frac{-37.180}{108.080}(52.17)=-17.95\ \text{km/s}.$$

The minus sign means that the lighter ion rebounds. It keeps $(1-k)E=59.2$ eV.

For a recoil energy $E_d=15$ eV the condition $kE\ge E_d$ gives

$$E_{\min}=\frac{E_d}{k}=\frac{15\ \text{eV}}{0.8817}=17.0\ \text{eV}.$$

This is a necessary condition for one elastic collision with a free atom at rest. It is not sufficient, since a glancing hit at 17.0 eV transfers less. Nor is it a threshold for sputtering, the ejection of surface atoms. For an ion arriving perpendicular to the surface, $\varphi\le90^\circ$ means that the first recoil has no outward velocity. Further collisions must turn the motion round before an atom can leave. Finally, an ion of 17 eV is more than five times slower than one of 500 eV, so the bonds of the struck atom have more time to act. For a real crystal the value is therefore only a rough guide.

## (f) See what the force law decides

**Question.** The impact parameter $b$ is the distance by which the undisturbed path of the ion would miss the target's centre. How does $T$ depend on $b$, and how much of this depends on the force?

**Solution.** Equation (2) holds for every $b$, but the conservation laws do not say which $\varphi$ belongs to it. Hard spheres that touch at centre distance $D$ give a simple case. Without friction, the force acts along the line of centres at contact, so the target recoils along that line. Its angle to the incoming direction satisfies $\sin\varphi=b/D$, and

$$T=kE\left(1-\frac{b^2}{D^2}\right),\qquad b\le D .$$

In a uniform beam the number of hits between $b$ and $b+db$ is proportional to $2\pi b\,db$, that is, to $d(b^2)$. All values of $b^2$ from 0 to $D^2$ are thus equally likely, the mean of $b^2/D^2$ is one half, and the mean recoil energy is $kE/2$. In this model a hit thus transfers, on average, half of the limit.

For atoms a softer repulsion is more realistic. The Ziegler–Biersack–Littmark (ZBL) potential is the Coulomb repulsion of the two nuclei times a fitted screening function, which describes the shielding by the electrons. Newton's equations for both particles were integrated with this potential and, for contrast, with $V=V_0e^{-r/\rho}$, where $V_0=2000$ eV and $\rho=0.03$ nm were simply chosen. The ion energy is 500 eV throughout.

| $b$ (nm) | ZBL: $T$ (eV), $\varphi$ | Exponential: $T$ (eV), $\varphi$ |
|---|---|---|
| 0.00 | 440.8, 0.0° | 440.8, 0.0° |
| 0.02 | 383.4, 21.2° | 325.4, 30.8° |
| 0.05 | 190.6, 48.9° | 116.6, 59.1° |
| 0.10 | 22.6, 76.9° | 14.0, 79.7° |

The first row is the same for both forces, as part (c) requires. The others differ, yet each pair of $T$ and $\varphi$ obeys (2). For example, $440.8\cos^2 48.9^\circ$ is 190 eV, in agreement with the third row. The force law, together with the energy of relative motion $E_c$ and so also the masses, thus decides how often a given energy is transferred. The end of the range, $kE$, does not depend on the force.

## (g) Allow internal energy to change

**Question.** Does the limit survive if $Q\ne0$? Does it also limit the total energy, kinetic plus internal, received by the target?

**Solution.** Equation (1) is quadratic in $p_2$, with the roots

$$p_2=\mu\left[v\cos\varphi\pm\sqrt{v^2\cos^2\varphi-\frac{2Q}{\mu}}\right]
=\mu v\left[\cos\varphi\pm\sqrt{\cos^2\varphi-\frac{Q}{E_c}}\right],$$

because $2Q/(\mu v^2)=Q/E_c$. For $Q>0$, equation (1) requires $\cos\varphi>0$. The upper root is the larger one and grows with $\cos\varphi$, so the largest recoil again occurs at $\varphi=0$. Since $\mu^2v^2/(2m_2)=kE/4$ by part (b),

$$T_{\max}(Q)=\frac{kE}{4}\left[1+\sqrt{1-\frac{Q}{E_c}}\right]^2. \tag{4}$$

This falls as $Q$ grows from 0 to its largest possible value $E_c$. Hence $T\le kE$ for all $Q\ge0$, and equality needs an elastic, head-on collision. As a test, 20000 final states were drawn with random directions in space and random $Q$ between 0 and $E_c$. None exceeded the limit, and the largest had $T/(kE)=0.9971$.

For chlorine on germanium $E_c=336.0$ eV. An assumed electronic loss of 10 eV gives

$$T_{\max}=\frac{440.8}{4}\left[1+\sqrt{1-\frac{10}{336.0}}\right]^2=434.2\ \text{eV},$$

which is 1.5 % below the elastic value.

If a particle arrives excited and releases its energy in the collision, $Q$ is negative and the limit can be broken. A release of $0.1E_c=33.6$ eV allows a head-on recoil of 462.6 eV.

The second question has a different answer. Suppose that the projectile stops dead. All momentum is then in the target, $p_2=p$, so

$$T=\frac{p^2}{2m_2}=\frac{m_1}{m_2}E,\qquad Q=E-T=\left(1-\frac{m_1}{m_2}\right)E .$$

For $m_2>m_1$ this $Q$ is positive, and the conservation laws permit it. In our case $T=244.0$ eV and $Q=256.0$ eV. If all of $Q$ were internal energy of the target, the target would hold the full 500 eV, more than the 440.8 eV of the elastic limit. Such a large excitation is a permitted extreme here, not a prediction. It shows that $kE$ limits the kinetic energy of the recoil, and not every form of energy the target may take up.

## (h) Let the target move

**Question.** The target now moves with velocity $u<v$ along the line of a head-on elastic collision. How much kinetic energy does it gain? Estimate the effect of thermal motion at 300 K.

**Solution.** The relative velocity is reversed as in part (c), so $v_2'-v_1'=v-u$. Insert $v_1'=v_2'-v+u$ into $m_1v_1'+m_2v_2'=m_1v+m_2u$:

$$Mv_2'=2m_1v+(m_2-m_1)u .$$

Subtracting or adding $Mu=(m_1+m_2)u$ gives

$$v_2'-u=\frac{2m_1(v-u)}{M},\qquad v_2'+u=\frac{2(m_1v+m_2u)}{M}.$$

The gain is $\Delta T=\tfrac12m_2(v_2'^2-u^2)=\tfrac12m_2(v_2'-u)(v_2'+u)$, so

$$\Delta T=\frac{2m_1m_2(v-u)(m_1v+m_2u)}{M^2}.$$

At $u=0$ this is $kE$. Dividing by $kE=2m_1^2m_2v^2/M^2$ gives

$$\frac{\Delta T}{kE}=\left(1-\frac uv\right)\left(1+\frac{m_2u}{m_1v}\right)
=1+\left(\frac{m_2}{m_1}-1\right)\frac uv-\frac{m_2}{m_1}\frac{u^2}{v^2}.$$

A classical estimate of the thermal velocity along one line is $\sqrt{k_BT_s/m_2}=185$ m/s, where $T_s=300$ K is the temperature of the solid and $k_B$ is Boltzmann's constant. The gain then changes by $+0.370$ % for a receding target and by $-0.375$ % for an approaching one.

The sign may seem odd, since a receding target is hit less hard. The gain is the momentum received, $m_2(v_2'-u)$, times the mean of the initial and final velocities, $(v_2'+u)/2$. Recession lowers the first factor and raises the second. For $m_2>m_1$ and small $u/v$ the second effect is larger.

## (i) Compare the model with a real surface

**Question.** An atom in germanium is bound to its neighbours, and an etching beam is not ideal. How far can the value of 440.8 eV be trusted?

**Solution.** Consider the binding first. In the head-on ZBL collision the particles approach to 0.072 nm, where $V=E_c$. This is well inside the distance between neighbouring atoms in germanium, roughly 0.24 nm. They are closer than 0.2 nm for about 6 fs, while a lattice vibration at a rough 9 THz has a period of 111 fs. (The program prints 5.9 fs, which is slightly low, because it counts only between stored time steps up to 0.2 fs apart.) The contact is short compared with a vibration, but the target still moves about 0.1 nm during it, the distance covered by the centre of mass at 17 km/s.

To size the effect, the target was tied to its site by a spring of that frequency. The energy given up by the ion changed by $-0.078$ % relative to $kE$. Doubling the frequency changed it by $-0.330$ %, about four times as much. This is the expected trend for a weak disturbance, because the spring force at a given displacement grows as the square of the frequency. These figures concern the energy given up by the ion, which includes the energy stored in the spring. At a displacement of 0.1 nm the 9 THz spring already holds about 12 eV, some 3 % of $kE$, so the kinetic energy of a bound target at the end of the contact is a few per cent below the free value. The spring is only an estimate: real bonds break at large displacement, and the recoiling atom soon strikes its neighbours. The limit concerns the first collision, not the energy the atom still has afterwards.

The other corrections, all relative to the elastic value, are also small. The assumed electronic loss lowers the largest recoil energy by 1.5 %. A release is also possible: the charge transfer $\mathrm{Cl}^++\mathrm{Ge}\to\mathrm{Cl}+\mathrm{Ge}^+$ frees about 5 eV, the difference of the ionisation energies of the free atoms, and if all of it went into motion, (4) would raise the limit by 0.75 %. Tabulated masses are averages over natural isotopes. An ion heavier by 1 u would raise $k$ by 0.94 %, and over the natural isotope pairs the elastic limit runs from about 432 eV ($^{35}$Cl on $^{76}$Ge) to about 452 eV ($^{37}$Cl on $^{70}$Ge). Relativity changes the result by about one part in $10^9$. For a single chlorine ion on germanium, "about 440 eV" is therefore a fair statement.

Two assumptions about the beam and the surface matter more than the corrections above. A chlorine discharge also supplies molecular ions $\mathrm{Cl}_2^+$. If such an ion of 500 eV breaks up on impact, each atom brings about 250 eV, and a single collision of one of them with a germanium atom at rest transfers at most about 220 eV. If both atoms drive the same germanium atom forward, it can receive more. Moreover, a germanium surface etched in chlorine carries chlorine atoms. For a chlorine ion striking one of these, the masses are equal, $k=1$, and the free-atom limit rises to the full 500 eV. Before the formula is applied to a process, one must therefore know which particle arrives and which atom it meets.

The computed values are collected in the numerical output below.

## Computed results

```
Ion energy E: 500 eV; Cl mass 35.450 u; Ge mass 72.630 u
Ion speed v: 52.17 km/s
Energy of relative motion Ec: 336.0 eV
Cl on C (12.011 u): k = 0.7561, largest T = 378.1 eV
Cl on Ge (72.630 u): k = 0.8817, largest T = 440.8 eV
Cl on Pt (195.084 u): k = 0.5205, largest T = 260.3 eV
Largest T for Cl on Ge: 7.063e-17 J
Head-on, Ge: ion -17.95 km/s, recoil 34.22 km/s
Energy left to ion, head-on on Ge: 59.2 eV
Best projectile mass for Ge (numerical search): 72.63 u
Displacement energy (rough): 15 eV; least ion energy 17.0 eV
Exponential repulsion: height 2000 eV, range 0.03 nm
ZBL: b = 0.00 nm, T = 440.83 eV, phi = 0.0 deg
ZBL: b = 0.02 nm, T = 383.36 eV, phi = 21.2 deg
ZBL: b = 0.05 nm, T = 190.59 eV, phi = 48.9 deg
ZBL: b = 0.10 nm, T = 22.63 eV, phi = 76.9 deg
exponential: b = 0.00 nm, T = 440.83 eV, phi = 0.0 deg
exponential: b = 0.02 nm, T = 325.41 eV, phi = 30.8 deg
exponential: b = 0.05 nm, T = 116.58 eV, phi = 59.1 deg
exponential: b = 0.10 nm, T = 13.99 eV, phi = 79.7 deg
Closest approach, head-on, ZBL: 0.0719 nm
Time closer than 0.2 nm: 5.9 fs
Lattice frequency (rough): 9 THz, period 111 fs
Tether, change of energy given up by ion: -0.078 %
Tether at twice the frequency, change: -0.330 %
Thermal speed of Ge along a line at 300 K: 185 m/s
Change of gain, target receding: 0.370 %
Change of gain, target approaching: -0.375 %
Electronic loss (assumed) 10 eV: largest T = 434.2 eV
Change of largest T by that loss: -1.49 %
Change of k for ion mass +1 u: 0.94 %
Relativistic change of largest T (relative): 9.0e-10
Ion stopped dead: T = 244.0 eV, Q = 256.0 eV
Released energy 0.1 Ec = 33.6 eV: head-on T = 462.6 eV
Random final states: 20000, largest T/(kE) = 0.9971
```
